Drude-Smith Conductivity with Complete Backscattering: Zero dc Value and Half-Drude Peak, part 2

Classical carriers of density n, mass m and charge q = ±e, with mean collision time τ, are driven by a uniform electric field E of angular frequency ω. The problem is to find their conductivity σ and the peak of its real part. The abbreviations are x = ωτ and σ₀ = ne²τ/m, the dc conductivity of a Drude gas. Fields and currents vary as exp(−iωt), so a negative imaginary part of σ means that the current leads the field, as for a capacitor. Formulas are in SI form, with k_B the Boltzmann constant, T the temperature, ε₀ the vacuum permittivity and m_e the electron mass.

A1. The response is linear and classical. All carriers have the same isotropic mass m, they respond independently, and each feels the applied field E.

A2. Collisions form a Poisson process: in a short time dt each carrier collides with probability dt/τ, whatever its velocity and its past.

A3. Let a short field pulse add the velocity u to every carrier. The mean of this added velocity is u before the first collision, cu between the first and the second, and zero after the second. The number c lies between −1 and 1.

Theorem. Under A1 to A3 the conductivity is

σ = σ₀ [1/(1 − ix) + c/(1 − ix)²].

For c = −1 its real part is

Re σ = 2σ₀x²/(1 + x²)².

This vanishes at x = 0. For x > 0 it has a single maximum, at x = 1, where it equals σ₀/2.

This is the Drude-Smith formula; c = −1 is complete backscattering. Half of the peak value is reached at

x = √2 − 1 ≈ 0.414 and x = √2 + 1 ≈ 2.414.

For any c the spectral weight ∫₀^∞ Re(σ/σ₀) dx is π/2. If instead every collision reverses the mean added velocity and memory is never lost, σ = σ₀/(2 − ix).

## Part 2. Closed grains and a worked example

Part 1 used carriers of density n, mass m and charge q = ±e, with mean collision time τ. The abbreviations were x = ωτ and σ₀ = ne²τ/m, and the time factor was exp(−iωt). For complete backscattering, c = −1, it was found that

σ/σ₀ = −ix/(1 − ix)²,

Re σ/σ₀ = 2x²/(1 + x²)².

The real part is zero at x = 0 and has its peak, 1/2, at x = 1. The same σ belongs to an oscillator with resonance frequency 1/τ and friction rate 2/τ.

Vanishing dc conductivity is what one expects of grains that carriers cannot leave. The theorem, however, contains no walls and no grain size. A model that does contain them shows which parts of the result survive.

Proposition (closed cell). Let carriers move between two specular walls at X = 0 and X = L, with the field along X. Let collisions inside the cell occur at the rate γ. Each gives a carrier a new thermal velocity and leaves its position unchanged. Let v_T be the thermal speed along one axis, v_T² = k_BT/m. Then the conductivity averaged over the cell is

σ_cell = Σ [8/(π²N²)] S(Nπ/L), summed over odd N,

S(k) = −iω (ne²/mv_T²) (1 − aA)/[k²(1 − γA)],

a = γ − iω, A = ∫₀^∞ exp(−at − k²v_T²t²/2) dt.

It vanishes at zero frequency.

Proof. Let M(v) be the normalized Gaussian velocity distribution with variance v_T². Write the distribution as n[M(v) + g(X,v)exp(−iωt)], and let ρ = ∫g dv be the relative change of density. The field term of the kinetic equation contains dM/dv = −vM/v_T². To first order in the field,

(γ − iω)g + v ∂g/∂X = γρM + fvM, with f = qE/(mv_T²).

The term γρM returns the scattered carriers at the place where they collided, so their number is conserved. Specular walls require g(X,v) = g(X,−v) at both walls. The cell can therefore be continued by its mirror image, g(−X,v) = g(X,−v). The equation keeps its form if the field changes sign in the image, because v and the field then reverse together. The result is a motion without walls, of period 2L, in a square-wave field whose Fourier series is

E Σ [4/(πN)] sin(NπX/L), summed over odd N.

For one component proportional to exp(ikX) the kinetic equation gives

g = (γρ + fv)M/(a + ikv).

Define A = ∫M/(a + ikv) dv and B = ∫vM/(a + ikv) dv. Writing 1/(a + ikv) as the time integral of exp[−(a + ikv)t] and averaging over the Gaussian gives the form of A stated above. Integration of g over v yields ρ = γρA + fB, hence ρ = fB/(1 − γA). Since M is normalized, aA + ikB = 1, so B = (1 − aA)/(ik).

The kinetic equation integrated over v is the continuity equation, −iωρ + ikJ = 0, where J = ∫vg dv. Consequently

J = ωρ/k = −iωf(1 − aA)/[k²(1 − γA)].

Multiplication by nq and division by E gives S(k). It is even in k, so it applies to sine waves as well. The current reverses in the image cell together with the field. Its average over the real cell is therefore the average of current times unit square wave over a full period. Each component contributes [4/(πN)]² times 1/2, the mean of a squared sine, which is 8/(π²N²).

As ω → 0, a approaches γ and the fraction (1 − aA)/(1 − γA) approaches 1. Every term then vanishes in proportion to −iω. This proves the proposition.

The low-frequency limit has a simple form. In a static field the density becomes n[1 + f(X − L/2)], the Boltzmann distribution to first order. The mean displacement is f times the mean of (X − L/2)², which is fL²/12. The current follows from the factor −iω:

σ_cell → −ix σ₀ L²/[12(v_Tτ)²].

In the same limit the Drude-Smith formula gives −ixσ₀. The closed cell thus polarizes by an amount set by its size and temperature, while the Drude-Smith formula uses the collision time in their place. The two agree at low frequency if L = √12 v_Tτ.

Worked example

Take photoexcited silicon grains about 30 nm wide, separated by thin silicon oxide, at 300 K. The following inputs are rough typical values: a scattering time τ = 100 fs, an electron density inside the grains of 10¹⁶ cm⁻³, and electron masses of 0.19 and 0.92 electron masses across and along the axis of a conduction valley. Along a cube axis of the crystal, four of the six valleys show the transverse mass and two the longitudinal one. The inverse masses are averaged because they determine the acceleration:

m = 3/(2/0.19 + 1/0.92) = 0.258 electron masses.

The Drude mobility inside a grain and the reference conductivity are

μ = eτ/m = 681 cm²/Vs,

σ₀ = neμ = 10¹⁶ cm⁻³ × 1.602 × 10⁻¹⁹ C × 681 cm²/Vs = 1.09 S/cm.

The theorem places the peak at

1/(2πτ) = 1/(2π × 100 fs) = 1.59 THz,

with the height σ₀/2 = 0.545 S/cm. The half-peak points are at 0.66 and 3.84 THz. At 0.159 THz, one tenth of the peak frequency, the real part is 0.021 S/cm and the imaginary part −0.106 S/cm. The response there is mainly capacitive.

Regular wall hits. The thermal speed along one axis is 1.33 × 10⁵ m/s, so v_Tτ = 13.3 nm. A carrier of speed |v| meets a wall once in every time L/|v|. The Gaussian mean of |v| is √(2/π)v_T, and the mean wall rate is

√(2/π) × 13.3 nm/30 nm = 0.353 in units of 1/τ.

To compare like with like, the total collision rate is held at 1/τ, which leaves γ = 0.647/τ for collisions inside the cell. The formula of the proposition then has its peak at x = 1.84, or 2.93 THz, with height 0.418σ₀ = 0.456 S/cm. A direct simulation of particles between walls tested this formula at x = 0, 0.5, 1 and 2, and the largest difference was 0.006σ₀.

The cell thus confirms the zero dc value and a peak at nonzero frequency, but neither x = 1 nor the height 1/2. Part of the shift comes from the smaller polarizability. The low-frequency coefficient is

30²/(12 × 13.27²) ≈ 0.43,

where the Drude-Smith formula has 1. An oscillator has a static displacement inversely proportional to the square of its resonance frequency. One with this polarizability would peak at x = 1/√0.43 ≈ 1.5. The rest of the shift shows that the cell does not respond as a single oscillator of this kind.

If the transverse and longitudinal masses are kept separate, with the same γ for both, the peak moves to x = 2.02, or 3.22 THz, and its height falls to 0.365σ₀ = 0.398 S/cm. In the Drude-Smith formula with a common τ, by contrast, the masses enter through the average inverse mass alone and cannot shift the peak.

Depolarizing field. Assumption A1 lets the carriers feel a given field. Charge displaced to the surface of a grain changes the field inside; at low frequency it weakens it. For a sphere of radius r₀ and relative permittivity ε_g in a host of permittivity ε_h, the potential is −E_in r cos θ inside and −E₀ r cos θ + p cos θ/r² outside. Continuity of the potential at r₀ gives p/r₀³ = E₀ − E_in. Continuity of the normal displacement field gives

ε_h(E₀ + 2p/r₀³) = ε_gE_in.

Elimination of p leads to

E_in = 3ε_hE₀/(ε_g + 2ε_h).

The carriers add iσ/(ε₀ω) to the permittivity ε_s of silicon, because their current σE and the displacement current −iωε₀ε_sE add up. With the Drude-Smith σ this addition is

iσ/(ε₀ω) = Δ/(1 − ix)², Δ = σ₀τ/ε₀ = 1.23.

At zero frequency a grain that obeys the Drude-Smith formula therefore gains a permittivity of 1.23 and no dc conductivity. In the classical closed cell the gain is only 0.43 times as large. Relative to the field that the grain would contain without carriers, the current is multiplied by the factor

1/[1 + η/(1 − ix)²], η = Δ/(ε_s + 2ε_h).

With permittivities of 11.7 for silicon and 3.9 for oxide, η = 1.23/19.5 = 0.063. Multiplication of −ix/(1 − ix)² by this factor gives

σ_eff/σ₀ = −ix/[(1 − ix)² + η] = −ix/(1 + η − x² − 2ix).

The real part follows on multiplying numerator and denominator by the conjugate of the denominator:

Re σ_eff/σ₀ = 2x²/[(1 + η − x²)² + 4x²].

This is at most 1/2, and it reaches 1/2 where the first square vanishes, at x = √(1 + η) = 1.03. The surface charge stiffens the oscillator and leaves its friction unchanged. The peak moves by 3 percent, to 1.64 THz, at the same height. Since η is proportional to the carrier density, the shift grows with excitation. The formula holds for an isolated sphere; in a dense film the fields of neighbouring grains also act. It also treats the carriers as a continuous medium, which requires many carriers in each grain. At the density used here a grain holds far fewer than one electron on average, so the shift of 3 percent illustrates the formula and is not a prediction for these grains.

Holes. Light creates as many holes as electrons. Let the holes have the rough mass of 0.37 electron masses and half the scattering time, and let them obey the same law with c = −1. Their reference conductivity is

0.5 × 0.258/0.37 = 0.35 of σ₀,

and their own peak lies at x = 2. The sum of both contributions peaks at x = 1.14, or 1.82 THz, with height 0.621σ₀ = 0.677 S/cm. With equal scattering times the position would stay at x = 1, since both curves would then have the same shape.

Leakage through the oxide. Let the oxide be 1.5 nm thick, with a barrier of 3.1 eV and a tunnelling mass of 0.4 electron masses. The wave function and its derivative divided by the mass are continuous at both faces. These four conditions, solved for an electron of energy k_BT/2 moving straight at the barrier, give a tunnelling probability of 3.9 × 10⁻⁹ per wall hit when the averaged mass m is used in the silicon; the transverse and longitudinal masses give 5.3 × 10⁻⁹ and 1.1 × 10⁻⁹, so only the order of magnitude is significant. If each transmitted carrier moves on by one grain width L and then forgets its direction, its hopping rate is w = |v|_mean P/L, where P is this probability. The diffusion constant is wL²/2 = L|v|_mean P/2. Inside a grain without walls it would be v_T²τ. By the Einstein relation the conductivities have the same ratio as the diffusion constants, which is 3.5 × 10⁻⁹. Averaging P over thermal wall hits would roughly double this ratio, because P grows nearly in proportion to the energy when the energy is small. For this ideal oxide a dc value of zero is an excellent approximation. The estimate does not cover pinholes or grains in direct contact.

Quantum and interaction effects. The electron density is 3.6 × 10⁻⁴ of the effective density of the conduction band, so the electrons are far from degenerate. The thermal energy k_BT is 25.9 meV, well above both the photon energy at the peak, 6.6 meV, and the lowest level spacing of a cubic grain of this width, 4.9 meV when computed with the averaged mass m. Many levels are thus thermally accessible, but the photon energy is comparable with the lowest spacing. The classical treatment is therefore only a first approximation. Wave functions vanish at hard walls, which empties a layer about a quarter of a thermal wavelength thick at each wall, here 2.1 nm. The carriers then move in an effective width of about 25.8 nm, and the static polarizability falls by about 26 percent for the averaged mass (30 percent for the transverse and 14 percent for the longitudinal mass). A quantum treatment of the same cell, with the same γ and with collisions that drive the carriers towards local equilibrium without changing their local density, puts the peak at x = 1.93 with height 0.478σ₀ for the averaged mass, and at x = 2.31 with height 0.423σ₀ for separate masses. The corrections grow as the grains become smaller. A spherical grain of this diameter contains 0.14 electrons on average, and a cubic one 0.27, so two electrons seldom share one. An electron and a hole created together do share one. With the screening of bulk silicon, their attraction at a distance of half the grain width is 8.2 meV, about a third of k_BT. The polarization of the grain surface, where silicon meets oxide, changes this energy further. Neither effect is included in the spectrum.

The model beside a real film. The inputs describe a film of silicon nanocrystals in oxide only roughly, and real films contain a range of grain sizes and shapes. The assumption that matters most among those sized here is A2 together with A3: wall hits in a grain are not random in time, and a second hit does not erase the memory of the first. For the numbers used, replacing these assumptions by a closed cell moves the peak from 1.6 THz to about 3 THz and lowers it by 16 percent, or by 27 percent with both masses. These percentages are relative to the Drude-Smith height and hold for the classical cell with flat walls. They depend on the shape: in a classical sphere of 30 nm diameter with a specular surface, the averaged mass and the same γ, the peak lies near x = 2 with a height of about 0.48σ₀. With the quantum corrections given above, the peak lies at 3.1 THz, or at 3.7 THz with both masses, and the lowering is only about 4 or 15 percent. These values hold for a total collision rate of 1/τ. If the collisions inside the cell alone have the rate 1/τ, the quantum peak lies at x = 1.95, or at x = 2.23 with both masses, and the lowering is 16 or 24 percent. The shift of the peak is thus a firmer result than the loss of height. A scattering time read from a measured peak by setting ωτ = 1 would then be too short by a factor of about two, if the film behaved like the cell. The relation ωτ = 1 is thus a property of the Drude-Smith model. The zero dc value has a wider basis, since it holds in any grain from which carriers cannot escape and in which their displacement stays bounded.

Apart from the quantum corrections to the closed cell, the main computed values behind this example are listed in the numerical output.

Numbers as computed

```
collision histories: largest error 0.0026 (sigma0)
mean forward, return flight: 1.001, 0.998 (tau)
c=-1: dc conductivity from time integral 1.4e-11 (sigma0)
c=-1: peak at omega*tau 1.00000, height 0.500000 (sigma0)
half-peak points omega*tau: 0.4142, 2.4142
spectral weight, c=-1,-0.5,0: 1.57080 1.57080 1.57080
c=-0.9: dc 0.100, peak x 0.9459, height 0.5014 (sigma0)
c=-0.8: dc 0.200, peak x 0.8819, height 0.5062 (sigma0)
c=-0.5: dc 0.500, peak x 0.5774, height 0.5625 (sigma0)
unlimited memory: dc 0.5000 (sigma0), peak x 1.4e-08
input: T 300 K, tau 100 fs, grain 30 nm
input: electron density 1.0e+16 cm^-3
input: masses transverse 0.19, longitudinal 0.92 (m_e)
conductivity mass 0.2583 m_e
in-grain Drude mobility 680.9 cm2/Vs
sigma0 1.0909 S/cm
peak frequency 1.5915 THz
peak conductivity 0.5454 S/cm
half-peak frequencies 0.659, 3.842 THz
added static permittivity 1.232 (eps0)
spectrum: x, f (THz), Re sigma, Im sigma (S/cm)
    0.0    0.000    0.0000    0.0000
    0.1    0.159    0.0214   -0.1059
    0.5    0.796    0.3491   -0.2618
    1.0    1.592    0.5454    0.0000
    2.0    3.183    0.3491    0.2618
   10.0   15.915    0.0214    0.1059
thermal speed along one axis 1.327e+05 m/s
thermal speed times tau 13.27 nm
cell: wall rate 0.353, bulk rate 0.647 (1/tau)
cell: largest simulation-formula difference 0.0062 (sigma0)
cell: peak x 1.839, height 0.418 (sigma0)
cell, two masses: peak x 2.021, height 0.365 (sigma0)
input: permittivity silicon 11.7, oxide 3.9 (eps0)
depolarizing field: peak x 1.0311, height 0.5000 (sigma0)
input: hole mass 0.37 m_e, hole tau / electron tau 0.5
with holes: peak x 1.1442, height 0.6207 (electron sigma0)
input: oxide 1.5 nm, barrier 3.1 eV, mass 0.4 m_e
tunnelling probability per wall hit 3.92e-09
tunnelling dc leakage 3.53e-09 (sigma0)
density / band effective density 3.64e-04
kT 25.85 meV, peak photon energy 6.58 meV
lowest level spacing in cubic grain 4.85 meV
electron-hole attraction at half grain width 8.20 meV
electrons per spherical grain 0.141
```
